\section*{Why a small charged supercell misrepresents a real defect concentration}

\section{Which lengths fix the energy}

Consider identical defects of charge $q$ and concentration $c$ in a medium of static dielectric constant $\varepsilon$. Atomic units are used in the algebra, so two defects at distance $r$ interact by $q^2/(\varepsilon r)$. In a periodic supercell with one defect, the sole length is the spacing $L=c^{-1/3}$. An energy built from $q^2/\varepsilon$ and $L$ must have the form
\begin{equation}
E_{\rm lat}=-\frac{\alpha}{2}\frac{q^2}{\varepsilon L}\propto c^{1/3},
\end{equation}
with $\alpha$ a pure number. Temperature brings in a second length,
\begin{equation}
l=\frac{q^2}{\varepsilon kT},
\end{equation}
the distance at which two defects repel with energy $kT$. If mobile defects respond linearly to a charge, concentration and temperature enter through the product $cl$, an inverse length squared. The energy is then proportional to $(q^2/\varepsilon)\sqrt{cl}$, hence to $c^{1/2}$.

The two powers therefore belong to two arrangements of the same charges. A supercell calculation imposes the first. A dilute population in thermal equilibrium follows the second.

Throughout, $E$ is the mean electrostatic energy per defect relative to an isolated defect. A uniform background of charge density $-qc$ neutralizes the defects, as in a charged supercell, and $\varepsilon$ is held independent of $c$ and $T$. Mobile compensating carriers are treated later.

\section{The energy of one missing charge}

Let $c[1+h(r)]$ be the mean density of other defects at distance $r$ from a given one. For $N$ defects, the pair energy is $\tfrac N2 c\int(1+h)q^2/(\varepsilon r)\,d^3r$. The defect--background energy is $-Nc\int q^2/(\varepsilon r)\,d^3r$, and the background's self-energy is half that size and positive. The constant terms cancel, since $\tfrac12-1+\tfrac12=0$, and leave
\begin{equation}
E=\frac{q^2}{2\varepsilon}\,c\int\frac{h(r)}{r}\,d^3r .
\label{eq:hole}
\end{equation}
For a lattice the integral is read with a factor $e^{-\mu r}$ and $\mu\to0$, which sets the mean potential to zero.

In both the lattice and the equilibrium fluid, the surroundings of a defect carry the charge $-q$ that screens it:
\begin{equation}
c\int h\,d^3r=-1 .
\end{equation}
One defect is missing from the neighbourhood. Define its effective distance $R$ by $1/R=-c\int (h/r)\,d^3r$. Then $E=-q^2/(2\varepsilon R)$, and the concentration law follows from how $R$ varies with $c$.

\subsection{Ordered images}

For the lattice, $R=L/\alpha$. To find $\alpha$ for a simple cubic array, set $L=1$ and surround each unit point charge by its own neutralizing cube. The potential at a site due to $(2M+1)^3$ such cells, without the site's own point charge, is
\begin{equation}
\sum_{\mathbf n\ne0}\frac1{|\mathbf n|}-(2M+1)^2\int_{\rm cube}\frac{d^3r}{r},
\end{equation}
because the integral of $1/r$ over a cube grows as the square of its edge. The mean potential must be subtracted. A neutral cell without dipole or quadrupole has the Fourier-transformed density $-\tfrac{k^2}{6}\int\rho r^2d^3r$ at small $k$. Multiplication by $4\pi/k^2$ gives the mean potential $-\tfrac{2\pi}{3}\int\rho r^2d^3r$. The point charge contributes nothing to this moment and the cube contributes $-3/12$, so the mean is $\pi/6$. The sum with $M=30$ and an Ewald summation both give $\alpha=2.8373$. Hence $R=0.352\,L$.

\subsection{Mobile thermal defects}

Let $\phi$ be the mean potential around a defect. If correlations among the other defects are neglected, as weak coupling allows, their density is $c\,e^{-q\phi/kT}$. To first order, defects plus background carry the charge density $-q^2c\phi/kT$, and Poisson's equation becomes
\begin{equation}
\nabla^2\phi=\frac{4\pi q^2c}{\varepsilon kT}\phi=\kappa^2\phi,
\qquad \kappa^2=4\pi cl .
\end{equation}
The decaying solution with charge $q$ at the origin is $\phi=q e^{-\kappa r}/(\varepsilon r)$. Thus $h=-q\phi/kT=-(l/r)e^{-\kappa r}$. Its total charge is correct:
\begin{equation}
c\int h\,d^3r=-4\pi cl\int_0^\infty r e^{-\kappa r}dr=-\frac{4\pi cl}{\kappa^2}=-1 .
\end{equation}
Inserting $h$ in Eq.~(\ref{eq:hole}) gives
\begin{equation}
E_{\rm DH}=-\frac{q^2}{2\varepsilon}\,4\pi cl\int_0^\infty e^{-\kappa r}dr
=-\frac{q^2}{2\varepsilon}\frac{4\pi cl}{\kappa}
=-\frac{q^2\kappa}{2\varepsilon}.
\end{equation}
This is the Debye--H\"uckel law. The missing charge sits at $R=1/\kappa$. In a dilute system this exceeds $L/\alpha$: thermal motion spreads the depletion over many neighbours, and the energy gained is smaller than in the lattice.

A third case separates correlation from concentration. If defects are frozen at independent random positions, $h=0$ and the mean of $E$ is zero at every $c$. In a uniform background, the lowering comes from correlation between positions, not from the mere presence of other defects.

\section{Where the two laws cross}

The laws agree when $1/\kappa=L/\alpha$. Squaring $\kappa L=\alpha$ and using $c=L^{-3}$ gives $4\pi l/L=\alpha^2$, so
\begin{equation}
L^*=\frac{4\pi l}{\alpha^2},\qquad
c^*=\left(\frac{\alpha^2}{4\pi l}\right)^3
=\left(\frac{\alpha^2\varepsilon kT}{4\pi q^2}\right)^3 .
\end{equation}
Since $\kappa L$ varies as $c^{1/6}$,
\begin{equation}
\frac{E_{\rm lat}}{E_{\rm DH}}=\frac{\alpha}{\kappa L}=\left(\frac{c^*}{c}\right)^{1/6}.
\end{equation}
The sixth root makes the error of the lattice law grow slowly on dilution. It also makes $c^*$ sensitive to prefactors.

That sensitivity appears if chemical potentials are compared instead of energies. In the Debye--H\"uckel regime, charge one defect from $0$ to $q$ in the screening medium. At charge $\lambda q$ its cloud produces the potential $-\lambda q\kappa/\varepsilon$ at the defect, so
\begin{equation}
\mu_{\rm DH}=-\int_0^1\frac{\lambda q^2\kappa}{\varepsilon}\,d\lambda
=-\frac{q^2\kappa}{2\varepsilon}=E_{\rm DH}.
\end{equation}
For the static lattice, $\mu_{\rm lat}=d(cE_{\rm lat})/dc=\tfrac43E_{\rm lat}$. The crossing then requires $\kappa L=\tfrac43\alpha$ and moves to $(4/3)^6c^*=5.6\,c^*$. The crossing is a scale, not a sharp boundary.

\section{Why the thermal law must bend}

Above $c^*$ the Debye--H\"uckel formula promises more energy than the lattice. A bound shows that this cannot continue. Let $a$ be the radius of the sphere that holds one defect, $4\pi a^3c/3=1$, and let $\Gamma=l/a$ be the coupling. Replace each point charge by a uniform ball of radius $a$ and the same charge. Three facts suffice for a large system.

First, the field energy of balls plus background is not negative. It includes the self-energy $\tfrac35q^2/(\varepsilon a)$ of each ball. Second, two balls repel no more strongly than two points. Third, the background potential obeys $\nabla^2\phi_b=4\pi qc/\varepsilon$. Its average over a ball therefore exceeds its value at the centre by
\begin{equation}
\frac{4\pi qc}{6\varepsilon}\,\langle r^2\rangle
=\frac{4\pi qc}{6\varepsilon}\,\frac{3a^2}{5}
=\frac{3q}{10\,\varepsilon a}.
\end{equation}
Points thus have an energy with the background lower than that of balls by $\tfrac{3}{10}q^2/(\varepsilon a)$ each. Together,
\begin{equation}
E\ge-\left(\frac35+\frac3{10}\right)\frac{q^2}{\varepsilon a}
=-0.9\,\frac{q^2}{\varepsilon a},\qquad \frac{E}{kT}\ge-0.9\,\Gamma .
\end{equation}
The simple cubic lattice has $-0.880$ in place of $-0.9$, and the body-centred lattice $-0.896$.

In the same variables $\kappa^2a^2=4\pi cla^2=3\Gamma$, so $E_{\rm DH}/kT=-\tfrac12\kappa l=-\tfrac{\sqrt3}{2}\Gamma^{3/2}$. This breaks the bound for $\Gamma>(1.8/\sqrt3)^2=1.08$. The two laws cross at $\Gamma=1.03$, so the linear theory becomes impossible almost where it meets the lattice law.

The thermal energy then takes up the $c^{1/3}$ law itself. Let $f(\Gamma)$ be the excess free energy per defect divided by $kT$. The Boltzmann exponent is linear in $\Gamma$ when positions are measured in units of $a$. Hence $f'=E/(kT\,\Gamma)$, while $f''$ is minus a variance and cannot be positive. The ratio $E/(kT\,\Gamma)$ therefore never rises with $\Gamma$, and it is bounded below by $-0.9$. It tends to a constant, which means $E\propto q^2/(\varepsilon a)\propto c^{1/3}$ at strong coupling.

\subsection{The crossover in the fluid}

Between the limits, $h$ can be found from the hypernetted-chain (HNC) approximation. It combines
\begin{equation}
1+h=e^{-l/r+h-C},\qquad
h(\mathbf r)=C(r)+c\int C(|\mathbf r-\mathbf r'|)\,h(r')\,d^3r',
\end{equation}
where $C$ is the direct correlation function. Iteration on a radial grid gives the energies below. The exponent is $d\ln|E|/d\ln c$ at fixed temperature.

\begin{center}
\begin{tabular}{cccc}
$\Gamma$ & $E/kT$, HNC & $E/kT$, DH & exponent\\
0.1 & $-0.0257$ & $-0.0274$ & 0.479\\
1 & $-0.570$ & $-0.866$ & 0.413\\
4 & $-2.91$ & $-6.93$ & 0.374\\
20 & $-16.5$ & $-77.5$ & 0.349
\end{tabular}
\end{center}

HNC is not exact. A Monte Carlo simulation of 50 defects in a periodic box, with the leading finite-size term $kT/(2N)$ added per defect, gives $-0.574$ at $\Gamma=1$ and $-2.927$ at $\Gamma=4$. The HNC energies agree with these values to within 1\%. A run of this length does not fix the remaining difference at $\Gamma=1$, where the simulated value is uncertain by about 0.003.

The exponent passes $5/12$, midway between $1/2$ and $1/3$, at $\Gamma=0.89$. This locates the crossover without extrapolating either law and lies near the crossing at $\Gamma=1.03$. The change is gradual: at $\Gamma=20$ the exponent is still above $1/3$. It also takes place within the fluid solution, so it does not require the defects to crystallize.

\section{How large: oxygen vacancies in an oxide}

Take doubly charged oxygen vacancies with $\varepsilon=25$, a lattice parameter of 5.4 \AA\ and $T=1000$ K. These are rough values in the regime of reduced ceria. With $e^2/(4\pi\varepsilon_0)=14.40$ eV\,\AA\ and $kT=0.0862$ eV,
\begin{equation}
l=\frac{4\times14.40}{25\times0.0862}=26.7\ \text{\AA},\qquad
L^*=\frac{4\pi\times26.7}{2.837^2}=41.7\ \text{\AA}.
\end{equation}
The crossing is at $c^*=1.4\times10^{19}$ cm$^{-3}$, or $1.4\times10^{-5}$ \AA$^{-3}$. The midpoint exponent occurs at $0.9\times10^{19}$ cm$^{-3}$.

At a real concentration of $10^{18}$ cm$^{-3}$, $L=100$ \AA\ and $1/\kappa=54.6$ \AA. The two laws give
\begin{align}
E_{\rm lat}&=-\frac{2.837\times57.6}{2\times25\times100}=-0.033\ \text{eV},\\
E_{\rm DH}&=-\frac{57.6}{2\times25\times54.6}=-0.021\ \text{eV}.
\end{align}
The table adds other concentrations and cubic cells of $n^3$ conventional units with one vacancy. Energies are in eV.

\begin{center}
\begin{tabular}{lcccc}
case & $c$ (cm$^{-3}$) & lattice & DH & HNC\\
dilute & $10^{16}$ & $-0.0070$ & $-0.0021$ & $-0.0020$\\
dilute & $10^{18}$ & $-0.033$ & $-0.021$ & $-0.017$\\
$c^*$ & $1.4\times10^{19}$ & $-0.078$ & $-0.078$ & $-0.051$\\
$n=4$ & $9.9\times10^{19}$ & $-0.151$ & $-0.210$ & $-0.113$\\
$n=3$ & $2.4\times10^{20}$ & $-0.202$ & $-0.324$ & $-0.158$\\
$n=2$ & $7.9\times10^{20}$ & $-0.303$ & $-0.595$ & $-0.250$
\end{tabular}
\end{center}

At $c^*$ the two laws agree with each other but not with the fluid: both exceed the HNC lowering by about half. Their crossing marks the scale of the change and does not supply the energy there.

Suppose the $n=2$ cell is used for a sample with $10^{18}$ vacancies per cm$^3$. Its lowering of 0.303 eV exceeds the HNC value for the sample by 0.286 eV. Of this, $0.303-0.250=0.052$ eV (from unrounded energies) comes from order at the cell's own concentration. The remaining 0.23 eV comes from the wrong concentration. In a Boltzmann factor $e^{-E/kT}$ the cell's image energy contributes a factor of about 34, against 1.3 for the Debye--H\"uckel energy of the sample.

Matching the concentration does not cure the ordering error. A one-vacancy cell at $10^{18}$ cm$^{-3}$ would hold about 76\,000 atoms and would still give the lattice energy, twice the HNC value.

\section{What to do about it}

For a dilute sample, treat the cell as a route to the isolated defect. Remove the image energy first, then add the thermal term at the real concentration:
\begin{equation}
E_{\rm defect}(c,T)\simeq E_{\rm cell}+\frac{\alpha q^2}{2\varepsilon L}
-\frac{2\pi q^2\langle r^2\rangle}{3\varepsilon L^3}+\mu_{\rm ex}(c,T).
\end{equation}
This form assumes a cubic cell, an isotropic $\varepsilon$, aligned potentials and a defect charge localized well inside the cell. The third term removes the effect of finite charge size. Near a site, the background gives the image potential a Laplacian $4\pi/L^3$ and hence, in cubic symmetry, a term $2\pi r^2/(3L^3)$. For two elements of a charge cloud without dipole, the mean squared separation is $2\langle r^2\rangle$. The factor $\tfrac12$ in the energy cancels this 2. With an assumed rms radius of 2 \AA, the term is 0.015 eV for $n=2$, or 5\% of the leading image energy. This figure holds for a local $\varepsilon$, the same at all wavevectors. In a real crystal screening weakens at atomic distances. If $1/\varepsilon(k)=1/\varepsilon+(1-1/\varepsilon)k^2/(k^2+k_0^2)$, the cell energy gains a further term $-2\pi q^2(1-1/\varepsilon)/(k_0^2L^3)$, which is $-0.07$ eV for $n=2$ and $k_0=2$ \AA$^{-1}$, opposite in sign and larger. The full $L^{-3}$ error of a real cell should therefore be judged from cells of several sizes.

For $\Gamma$ up to about 0.1, here $10^{16}$ cm$^{-3}$, $\mu_{\rm ex}=-q^2\kappa/(2\varepsilon)$ is adequate: the Debye--H\"uckel energy is then within 7\% of HNC. At higher coupling, $f=\int_0^\Gamma E/(kT\,\Gamma')\,d\Gamma'$. Because $\Gamma\propto c^{1/3}$, differentiating $cf$ gives
\begin{equation}
\frac{\mu_{\rm ex}}{kT}=f+c\frac{df}{dc}=f+\frac{\Gamma}{3}f'=f+\frac{E}{3kT}.
\end{equation}

\subsection{Compensating carriers and other limits}

In reduced ceria the vacancies are compensated by electron polarons, not by a uniform background. If these are mobile, with charge $-1$ and density $qc$, they add $qc$ to the sum of density times squared charge. Then
\begin{equation}
\kappa^2=\frac{4\pi(q^2c+qc)}{\varepsilon kT}=4\pi cl\left(1+\frac1q\right),
\end{equation}
and the concentration at which the vacancy's own term, $-q^2\kappa/(2\varepsilon)$, equals the lattice energy falls by $(3/2)^3$ to $4\times10^{18}$ cm$^{-3}$. In mass-action work each charged species then needs its own activity term; the charging argument gives $-z^2\kappa/(2\varepsilon)$ for charge $z$.

Opposite charges also bind. At the nearest cation--oxygen distance, 2.34 \AA, the continuum attraction is $-0.49$ eV. To size the effect, let a fraction $y$ of vacancies bind one polaron each, with
\begin{equation}
\frac{y}{(1-y)(2-y)}=c\int_{2.34\,\text{\AA}}^{l_p/2}4\pi r^2e^{l_p/r}\,dr,
\qquad l_p=\frac{2}{\varepsilon kT}.
\end{equation}
This gives $y=5\%$ at $10^{18}$ cm$^{-3}$ and 39\% at $c^*$. The estimate is ideal: activity terms would lower both figures, and counting the discrete cation sites instead of a continuum would raise them. Together these choices span roughly 4--11\% and 20--55\%. Pairing is therefore a serious omission near the crossover, and a continuum $\varepsilon$ at 2.34 \AA\ makes even its size rough. Near $c^*$ and above it, the uniform-background curve should not be used as a quantitative model of this oxide.

The dielectric constant matters through $c^*\propto\varepsilon^3$: values of 20 and 30 give $0.7$ and $2.4\times10^{19}$ cm$^{-3}$. Site exclusion is minor at these concentrations. A fraction $x$ of vacant oxygen sites adds an ideal blocking term $-kT\ln(1-x)$ to the chemical potential. At $c^*$, $x$ is 0.03\%; even at the 1.6\% of the $n=2$ cell the term is only about 0.001 eV. Strongly reduced ceria can have vacancy fractions of a percent or more. There a small cell can have a realistic concentration, but its single periodic arrangement must be replaced by an average over vacancy and polaron configurations. Elastic interactions are also left out.

Finally, the thermal law needs defects that can rearrange. With a rough hop barrier of 0.6 eV and attempt rate of $10^{13}$ s$^{-1}$ summed over jump directions (if it applies to each of the six directions, the times below are six times shorter), a random walk over 41.7 \AA\ in steps of 2.7 \AA\ takes about $3\times10^{-8}$ s at 1000 K and 0.3 s at 300 K. If trapping or a higher barrier stops the motion during cooling, the correlations should be evaluated at the temperature where they froze, not at the temperature of use.
